# Can an allowed Clebsch-Gordan coefficient still be zero?

**Question**

I need the diagonal matrix elements of an axial quadrupole potential in an f level, so I wrote a routine for the coefficients \(\langle 3\,m;2\,0|3\,m\rangle\). For \(m=2\) it returns zero. I see no reason for that. The triangle rule holds, since 3, 2 and 3 can form a triangle, and the projections add up, \(2+0=2\). I had taken these two rules to mean that the coefficient is nonzero whenever both are satisfied.

Is my routine wrong, or is there a further selection rule that I have missed? If the zero is real, is it a single accident, and does it protect the \(m=2\) orbital from being shifted?

**Answer**

Your routine is right. The two rules are necessary for a nonzero coefficient, but they are not sufficient. I use \(\hbar=1\) and the Condon-Shortley phase convention throughout.

**What the two rules establish**

A Clebsch-Gordan coefficient is a component of a vector:

\[
|J M\rangle=\sum_{m_1+m_2=M}\langle j_1 m_1;j_2 m_2|J M\rangle\,|j_1m_1\rangle|j_2m_2\rangle .
\]

The projection rule follows from \(J_z=J_{1z}+J_{2z}\): only product states with \(m_1+m_2=M\) can enter.

The triangle rule comes from counting. Let \(n(M)\) be the number of product states with total projection \(M\). Each multiplet \(J\) contributes one state to every \(M\) from \(-J\) to \(J\), so \(J\) occurs \(n(J)-n(J+1)\) times. For \(M\ge|j_1-j_2|\), up to \(j_1+j_2\), one has \(n(M)=j_1+j_2-M+1\). For smaller nonnegative \(M\), \(n(M)\) is constant. Hence each \(J\) from \(|j_1-j_2|\) to \(j_1+j_2\), in unit steps, occurs once, and no other \(J\) occurs.

So the rules say that the vector exists and which components it may have. They do not say that each of these components differs from zero.

**Your case by hand**

Take \(j_1=3\), \(j_2=2\), \(M=2\), and write \(q\) for the projection of the second angular momentum. The allowed pairs \((m_1,q)\) are \((3,-1)\), \((2,0)\), \((1,1)\), \((0,2)\). The state with \(J=3\) is the null vector of \(\mathbf J^2-12\), where

\[
\mathbf J^2=\mathbf J_1^2+\mathbf J_2^2+2J_{1z}J_{2z}+J_{1+}J_{2-}+J_{1-}J_{2+}.
\]

With \(\mathbf J_1^2=12\) and \(\mathbf J_2^2=6\), the diagonal elements of \(\mathbf J^2-12\) are \(6+2m_1q\), that is 0, 6, 8, 6. The element between \((m_1,q)\) and \((m_1-1,q+1)\) is

\[
\sqrt{12-m_1(m_1-1)}\,\sqrt{6-q(q+1)},
\]

which gives \(\sqrt6\sqrt6=6\), then \(\sqrt{10}\sqrt6=\sqrt{60}\), then \(\sqrt{12}\sqrt4=\sqrt{48}\). For components \(a,b,c,d\) in the order above, the four equations are

\[
\begin{aligned}
6b&=0,\\
6a+6b+\sqrt{60}\,c&=0,\\
\sqrt{60}\,b+8c+\sqrt{48}\,d&=0,\\
\sqrt{48}\,c+6d&=0 .
\end{aligned}
\]

The first equation gives \(b=\langle3\,2;2\,0|3\,2\rangle=0\). The second then gives \(c=-\sqrt{3/5}\,a\), and the fourth gives \(d=-(2/\sqrt3)\,c\). The third is satisfied, because \(\sqrt{48}\cdot2/\sqrt3=8\). The norm is

\[
a^2\left(1+\tfrac35+\tfrac45\right)=\tfrac{12}{5}a^2=1,
\]

so the probabilities are \(a^2=5/12\), \(b^2=0\), \(c^2=1/4\) and \(d^2=1/3\). The state exists and is normalized; it has no weight on the product state you asked about.

**The general formula**

To see where such zeros occur, let \(\mathbf J\) act on a single multiplet \(j\ge1\), and define

\[
T_0=3J_z^2-\mathbf J^2,\qquad
T_{\pm1}=\mp\sqrt{\tfrac32}\,(J_zJ_\pm+J_\pm J_z),\qquad
T_{\pm2}=\sqrt{\tfrac32}\,J_\pm^2 .
\]

These five operators transform like the states \(|2q\rangle\):

\[
[J_z,T_q]=qT_q,\qquad [J_\pm,T_q]=\sqrt{6-q(q\pm1)}\;T_{q\pm1}.
\]

The first relation holds because \(T_q\) changes the projection by \(q\). For the second, use \([J_\pm,J_z]=\mp J_\pm\) and \([J_-,J_+]=-2J_z\):

\[
\begin{aligned}
[J_+,T_0]&=-3(J_+J_z+J_zJ_+)=\sqrt6\,T_1,\\
[J_+,T_1]&=2\sqrt{\tfrac32}\,J_+^2=2T_2,\qquad [J_+,T_2]=0,\\
[J_-,T_2]&=-2\sqrt{\tfrac32}\,(J_zJ_++J_+J_z)=2T_1,\\
[J_-,T_1]&=-\sqrt{\tfrac32}\,(J_-J_++J_+J_--4J_z^2)\\
&=-\sqrt{\tfrac32}\,(2\mathbf J^2-6J_z^2)=\sqrt6\,T_0 .
\end{aligned}
\]

The last line uses \(J_-J_++J_+J_-=2(\mathbf J^2-J_z^2)\). The remaining relations are the adjoints of these, since \(T_q^\dagger=(-1)^qT_{-q}\).

Now consider the linear map \(L\) that takes \(|jm\rangle|2q\rangle\) to \(T_q|jm\rangle\). Because

\[
J_\pm T_q|jm\rangle=[J_\pm,T_q]|jm\rangle+T_qJ_\pm|jm\rangle ,
\]

and likewise for \(J_z\), the map commutes with the total angular momentum. It therefore preserves \(J\) and \(M\). Its results lie in the multiplet \(j\), so it annihilates every coupled state with \(J\ne j\). The coupled state with \(J=j\) and projection \(M\) goes to \(c\,|jM\rangle\), with the same \(c\) for every \(M\), because \(L\) commutes with \(J_-\). Expanding \(|jm\rangle|2q\rangle\) in coupled states gives

\[
\langle j\,m{+}q|T_q|jm\rangle=c\,\langle j\,m;2\,q|j\,m{+}q\rangle .
\]

To find \(c\), use the fact that the squared components of the coupled state with \(M=j\) add to one. Hence \(c^2=\sum_q\lVert T_q^\dagger|jj\rangle\rVert^2\), with these contributions:

- \(q=0\): \(T_0\) has the value \(3j^2-j(j+1)=j(2j-1)\), which contributes \(j^2(2j-1)^2\).
- \(q=1\): \((J_zJ_-+J_-J_z)|jj\rangle=(2j-1)\sqrt{2j}\,|j\,j{-}1\rangle\), which contributes \(\tfrac32\cdot2j(2j-1)^2=3j(2j-1)^2\).
- \(q=2\): \(J_-^2\) gives the factor \(\sqrt{2j}\sqrt{4j-2}\), which contributes \(\tfrac32\cdot2j(4j-2)=6j(2j-1)\).
- \(q<0\): \(T_q^\dagger\) raises the top state, which contributes nothing.

The sum is

\[
c^2=j(2j-1)\left[2j^2+5j+3\right]=j(j+1)(2j-1)(2j+3).
\]

The phase convention makes the component with \(m_1=j_1\) of the state \(M=J\) positive. Here that component is \(\langle j\,j;2\,0|j\,j\rangle\), and \(T_0\) is positive in \(|jj\rangle\), so \(c>0\). With \(q=0\),

\[
\boxed{\;\langle j\,m;2\,0|j\,m\rangle=\frac{3m^2-j(j+1)}{\sqrt{j(j+1)(2j-1)(2j+3)}}\;}
\]

For \(j=3\) the denominator is \(\sqrt{540}\), and the coefficients for \(m=3,2,1,0\) are 0.645, 0, −0.387 and −0.516. The numerator changes sign as \(m\) decreases, and for \(j=3\) its root falls on an allowed projection: \(3\cdot2^2=3\cdot4\).

The condition has a simple meaning. In \(|jm\rangle\), \(\langle J_x^2\rangle=\langle J_y^2\rangle=[j(j+1)-m^2]/2\), while \(\langle J_z^2\rangle=m^2\). These are equal when \(3m^2=j(j+1)\). For \(j=3\), \(m=2\), each is 4. The state still has a preferred direction, since \(\langle J_z\rangle=2\), but its second moments along the three axes are equal, and a rank-2 operator with \(q=0\) sees no anisotropy.

**Is a hidden symmetry responsible?**

The natural candidate is the reversal of all projections. Let \(U=e^{-i\pi J_y}\) be a half-turn about \(y\). For spin one-half it takes "up" to "down" with a plus sign. Since \(|jj\rangle\) can be built from \(2j\) spins up, \(U|jj\rangle=|j\,{-j}\rangle\). Also \(UJ_-U^{-1}=-J_+\), so each lowering step brings a minus sign, and

\[
U|jm\rangle=(-1)^{j-m}|j\,{-m}\rangle .
\]

Apply \(U\) to both sides of the expansion of \(|JM\rangle\). The factors that depend on projections cancel because \(m_1+m_2=M\), leaving

\[
\langle j_1\,{-m_1};j_2\,{-m_2}|J\,{-M}\rangle=(-1)^{j_1+j_2-J}\langle j_1m_1;j_2m_2|JM\rangle .
\]

For \(j_1=J=j\), \(j_2=k\) and \(m_2=0\), the sign is \((-1)^k\). If \(k\) is odd and \(m=0\), the coefficient equals its own negative and must vanish; \(\langle1\,0;1\,0|1\,0\rangle=0\) is an example. For \(k=2\) the relation says that the coefficients at \(m\) and \(-m\) are equal, which forces no zero. Your zero is called nontrivial here in this sense: neither the two rules nor projection reversal requires it. For \(j=3\), \(m=2\) a different symmetry does account for it. Since \(Y_{3,\pm2}\propto z(x\pm iy)^2\), one equal-weight combination of \(m=\pm2\) is the orbital \(xyz\). Its density \(x^2y^2z^2\) is unchanged by permuting the axes, so \(\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle\) and the average of \(P_2(\cos\theta)\) vanishes. Because \(P_2(\cos\theta)\) is diagonal in \(m\) and has equal elements at \(\pm m\), this average equals the \(m=2\) element, which is shown below to be a nonzero multiple of \(3m^2-j(j+1)\). This argument is special to \(j=3\) and says nothing about the other zeros found next.

**It is not a single accident**

Multiply \(3m^2=j(j+1)\) by 4 and set \(X=2j+1\), \(N=2m\). Since \(4j(j+1)=X^2-1\), the condition becomes

\[
X^2-3N^2=1,
\]

a Pell equation. From one solution, form \(X'=2X+3N\) and \(N'=X+2N\). Then

\[
\begin{aligned}
X'^2-3N'^2&=4X^2+12XN+9N^2-3X^2-12XN-12N^2\\
&=X^2-3N^2=1 .
\end{aligned}
\]

Starting from \((7,4)\), which is your case, one obtains \((26,15)\), \((97,56)\) and so on, growing without end. The corresponding pairs \((j,m)\) are

\[
(3,2),\quad(25/2,\,15/2),\quad(48,28),\ \ldots
\]

Each solution must also be a legitimate pair of quantum numbers. If \(X\) and \(N\) were both odd, \(X^2-3N^2\) would leave remainder 2 on division by 4; if both were even, it would leave 0. So one is odd and the other even, and \(2j=X-1\) has the same parity as \(2m=N\), as required. Also \(m^2=j(j+1)/3<j^2\) for \(j>1/2\). The smaller solution \((2,1)\) means \(j=m=1/2\), where the triangle rule already forbids the coupling.

There are thus infinitely many nontrivial zeros in this family. They are sparse: an exhaustive integer search up to \(j=10000\) finds seven pairs with \(m>0\), the same seven that the recurrence gives. I make no claim that other couplings have no such zeros.

For large \(j\), with \(m/j=\cos\theta\) held fixed, the boxed formula tends to \((3\cos^2\theta-1)/2=P_2(\cos\theta)\). The zeros approach the classical direction \(\cos\theta=1/\sqrt3\). Nearby coefficients also become small: at \(j=9408\) the coefficient vanishes for \(m=5432\) and has magnitude 0.000184 for \(m=5433\). A routine should therefore decide whether this coefficient is zero from the integer condition, not from a loose numerical threshold.

**What it means for the f level**

Consider a spinless electron in an isolated level \(l\), with the potential \(A r^2P_2(\cos\theta)\). The function \(P_2(\cos\theta)\) is the \(q=0\) member of a rank-2 multiplet, and the projector onto the level \(l\) commutes with the angular momentum. The projected operators therefore obey the same commutation relations and act within the multiplet \(l\), so the argument with the map \(L\) applies to them, and

\[
\langle P_2\rangle_{lm}=\kappa\,[3m^2-l(l+1)] .
\]

The constant follows from \(m=l\), where the density is proportional to \((1-x^2)^l\) with \(x=\cos\theta\). Let \(I_l=\int_{-1}^{1}(1-x^2)^l\,dx\) and \(K=\int_{-1}^{1}x^2(1-x^2)^l\,dx\). Integration by parts gives \(K=I_{l+1}/[2(l+1)]\), and writing \(x^2=1-(1-x^2)\) gives \(K=I_l-I_{l+1}\). Eliminating \(I_{l+1}\) yields \(\langle x^2\rangle=K/I_l=1/(2l+3)\), so

\[
\langle P_2\rangle_{ll}=\frac12\left(\frac{3}{2l+3}-1\right)=-\frac{l}{2l+3}.
\]

For \(l\ge1\), division by \(3l^2-l(l+1)=l(2l-1)\) gives \(\kappa=-1/[(2l-1)(2l+3)]\), and

\[
\langle P_2\rangle_{lm}=\frac{l(l+1)-3m^2}{(2l-1)(2l+3)} .
\]

For \(l=3\) this is \((12-3m^2)/45\), or \(4/15,\ 1/5,\ 0,\ -1/3\) for \(|m|=0,1,2,3\).

Take the round model parameters \(A=0.40\) eV/Å² and \(\langle r^2\rangle=0.25\) Å², so that \(A\langle r^2\rangle=0.100\) eV. The potential is axial and conserves \(m\), so its matrix within the level is diagonal and the shifts are its diagonal elements:

- \(m=0\): \(0.100\times4/15=0.0267\) eV
- \(|m|=1\): \(0.100\times1/5=0.0200\) eV
- \(|m|=2\): 0
- \(|m|=3\): \(-0.100/3=-0.0333\) eV

The level spreads over \(0.0267+0.0333=0.0600\) eV, or 0.0022 hartree, while the \(|m|=2\) pair stays in place.

This is not a general protection, for four reasons.

1. The zero belongs to rank 2. The rank-4 coefficient \(\langle3\,2;4\,0|3\,2\rangle\) is −0.497. Add \(B r^4P_4(\cos\theta)\) with \(B=0.10\) eV/Å⁴ and \(\langle r^4\rangle=0.10\) Å⁴. Quadrature gives \(\langle P_4\rangle=-0.212\) for \(|m|=2\), and the pair shifts by \(0.0100\times(-0.212)=-0.0021\) eV.
2. The zero belongs to \(q=0\). Merely tilting an axial quadrupole changes no energy, because the pair with \(|m|=2\) along the new axis stays unshifted. A non-axial quadrupole, with \(q=\pm2\) components besides \(q=0\), is different. The coefficient \(\langle3\,0;2\,2|3\,2\rangle\) is 0.577, so one combination of \(m=\pm2\) couples to \(m=0\) with some element \(v\ne0\). Their \(2\times2\) block has diagonal elements 0 and the \(m=0\) shift and determinant \(-|v|^2\), so neither eigenvalue is zero. Only the orthogonal combination of \(m=\pm2\) stays in place.
3. The result holds within one isolated level. Mixing with other levels involves other coefficients, and this model leaves it out.
4. The electron was taken as spinless. In real f shells spin-orbit coupling mixes \(|m|=2\) with \(|m|=1\) or \(3\) of opposite spin. When it dominates the field, the levels have \(j=5/2\) and \(7/2\), that is \(X=6\) and \(8\), and neither solves the Pell equation. For \(m_j=5/2\) the weights of \(m=3\) are \(6/7\) for \(j=5/2\) and \(1/7\) for \(j=7/2\), so the first-order shifts are \(-0.0286\) and \(-0.0048\) eV. For \(m_j=3/2\) the weights of \(m=1\) are \(2/7\) and \(5/7\), which gives \(0.0057\) and \(0.0143\) eV. No state containing \(|m|=2\) then stays in place.

The numerical check checks the coefficient formula against states built by lowering from the highest projection, and the angular averages against quadrature.

## Computed values

```
Coefficients <3 m; 2 0 | 3 m> (dimensionless)
  m = 3: 0.645497
  m = 2: 0.000000
  m = 1: -0.387298
  m = 0: -0.516398
State J = 3, M = 2: amplitude and probability (dimensionless)
  m1 = 3, q = -1: 0.645497, 0.416667
  m1 = 2, q = 0: 0.000000, 0.000000
  m1 = 1, q = 1: -0.500000, 0.250000
  m1 = 0, q = 2: 0.577350, 0.333333
J^2 - 12 for M = 2, diagonal: [0.0, 6.0, 8.0, 6.0]
J^2 - 12 for M = 2, neighbours: [6.0, 7.745967, 6.928203]
Symmetry zero <1 0; 1 0 | 1 0>: 0.000000
Rank 4, <3 2; 4 0 | 3 2>: -0.497468
Zeros with m > 0 and j <= 10000: 7
  j, m, |coefficient| at m, |coefficient| at m + 1
  3.0, 2.0, 0.000000, 0.645497
  12.5, 7.5, 0.000000, 0.142539
  48.0, 28.0, 0.000000, 0.036358
  180.5, 104.5, 0.000000, 0.009615
  675.0, 390.0, 0.000000, 0.002567
  2520.5, 1455.5, 0.000000, 0.000687
  9408.0, 5432.0, 0.000000, 0.000184
Model A = 0.40 eV/angstrom^2, <r^2> = 0.25 angstrom^2
Model B = 0.10 eV/angstrom^4, <r^4> = 0.10 angstrom^4
Scales: A<r^2> = 0.1000 eV, B<r^4> = 0.0100 eV
|m|, <P2>, <P4>, quadrupole shift (eV), total shift (eV)
  0, 0.266667, 0.181818, 0.026667, 0.028485
  1, 0.200000, 0.030303, 0.020000, 0.020303
  2, 0.000000, -0.212121, 0.000000, -0.002121
  3, -0.333333, 0.090909, -0.033333, -0.032424
Quadrupole spread: 0.060000 eV = 0.002205 hartree
```
